# Solute Trapping by Continuous Growth in Laser Annealing: a numerical check

```python
"""
Continuous-growth solute trapping at a moving crystal-melt interface.
Result under test:
    k = x_s/x_l = (kappa + beta) / (1 + beta - (1-kappa)*x_l)
x_s, x_l : solute fractions in buried solid and adjacent liquid
kappa    : equilibrium exchange partition parameter at interface temperature
beta     : growth speed / diffusive speed; diffusive speed = nu*spacing
nu       : exchange-attempt rate of an interface site with the liquid
Burial of interface sites is random and memoryless. Simulation time is in 1/nu.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize

rng = np.random.default_rng(20417)


def k_continuous(beta, kappa, x_liquid=0.0):
    return (kappa + beta) / (1 + beta - (1 - kappa) * x_liquid)


def k_periodic(beta, kappa, x_liquid=0.0):
    relaxation = 1 - (1 - kappa) * x_liquid
    equilibrium = kappa / relaxation
    return equilibrium + (1 - equilibrium) * np.exp(-relaxation / beta)


def k_from_rate_equation(beta, kappa, x_liquid):
    """Integrate site occupation and its average over random burial times."""
    def rates(scaled_time, state):
        p = state[0]
        loss = p * (1 - x_liquid)
        gain = kappa * x_liquid * (1 - p)
        return [(gain - loss) / beta, np.exp(-scaled_time) * p]
    answer = solve_ivp(rates, (0, 40), [x_liquid, 0.0], method="LSODA",
                       rtol=1e-10, atol=1e-13)
    assert answer.success
    return answer.y[1, -1] / x_liquid


def simulate_exchange(residence_times, kappa, x_liquid):
    """Follow individual atoms through attempted swaps until burial."""
    attempts = np.sort(rng.poisson(residence_times))[::-1]
    occupied = rng.random(attempts.size) < x_liquid
    for step in range(attempts[0]):
        active = np.count_nonzero(attempts > step)
        solid = occupied[:active].copy()
        liquid = rng.random(active) < x_liquid
        accepted = rng.random(active) < kappa
        leaves = solid & ~liquid
        enters = ~solid & liquid & accepted
        occupied[:active] = (solid & ~leaves) | enters
    return occupied.mean()


# Model parameters of the worked example
kappa = 0.02
interface_diffusivity = 5e-10   # m^2/s
spacing = 0.25e-9               # m
temperature = 1600.0           # K
x_rich = 0.20
exchange_rate = interface_diffusivity / spacing**2
diffusive_speed = exchange_rate * spacing
exchange_energy = (-constants.k * temperature * np.log(kappa)
                   / constants.e)
print(f"Exchange partition parameter kappa: {kappa:.3f} (dimensionless)")
print(f"Interface diffusivity: {interface_diffusivity:.3e} m^2/s")
print(f"Layer spacing: {spacing*1e9:.3f} nm")
print(f"Interface temperature: {temperature:.0f} K")
print(f"Exchange-attempt rate: {exchange_rate:.3e} 1/s")
print(f"Diffusive speed: {diffusive_speed:.3f} m/s")
print(f"Exchange free-energy difference: {exchange_energy:.4f} eV")

# Diffusivity from the spreading of a walker, not from the assumed relation
size, walk_time = 81, 3.0
generator = (np.diag(np.ones(size-1), 1) + np.diag(np.ones(size-1), -1))
generator -= np.diag(generator.sum(axis=0))
start = np.zeros(size)
start[size//2] = 1
distribution = expm(generator * walk_time) @ start
positions = np.arange(size) - size//2
walk_diffusivity = distribution @ positions**2 / (2 * walk_time)
recovered_diffusivity = walk_diffusivity * exchange_rate * spacing**2
assert np.isclose(recovered_diffusivity, interface_diffusivity, rtol=1e-8)
print(f"Diffusivity from random walk: {recovered_diffusivity:.3e} m^2/s")

# Equilibrium from minimization of the total ideal free energy
delta_A = -0.10                         # solid minus liquid, in k_B*T
delta_B = delta_A - np.log(kappa)
overall = 0.05


def mixing(x):
    return x * np.log(x) + (1-x) * np.log(1-x)


def total_free_energy(logs):
    xs, xl = np.exp(logs)
    if not (0 < xs < overall < xl < 1):
        return 1e3
    solid_fraction = (xl - overall) / (xl - xs)
    gs = (1-xs) * delta_A + xs * delta_B + mixing(xs)
    return solid_fraction * gs + (1-solid_fraction) * mixing(xl)


equilibrium = minimize(total_free_energy, np.log([0.01, 0.15]),
                       method="Nelder-Mead",
                       options=dict(xatol=1e-9, fatol=1e-15,
                                    maxiter=4000, maxfev=8000))
xs_eq, xl_eq = np.exp(equilibrium.x)
# A flat minimum limits composition accuracy to roughly sqrt(machine precision)
assert np.isclose(xs_eq/xl_eq, k_continuous(0, kappa, xl_eq), rtol=1e-4)
print(f"Equilibrium test, solvent solid-liquid difference: "
      f"{delta_A:.2f} k_B*T")
print(f"Equilibrium test, solid fraction of solute: {xs_eq:.6f}")
print(f"Equilibrium test, liquid fraction of solute: {xl_eq:.5f}")
print(f"Equilibrium test, partition ratio: {xs_eq/xl_eq:.5f}")

# Finite composition, both signs of segregation, and limiting behavior
for test_kappa in (0.02, 0.4, 3.0):
    for x_liquid in (0.001, 0.2, 0.6):
        ratios = []
        for beta in (0.05, 0.5, 2.0, 20.0):
            ratio = k_from_rate_equation(beta, test_kappa, x_liquid)
            ratios.append(ratio)
            assert np.isclose(ratio,
                              k_continuous(beta, test_kappa, x_liquid),
                              rtol=1e-6, atol=1e-8)
        assert np.all(np.diff(ratios) * (1-test_kappa) > 0)
beta_fast = 1e4
fast_gap = 1 - k_from_rate_equation(beta_fast, kappa, x_rich)
assert fast_gap > 0
assert np.isclose(fast_gap * beta_fast, (1-kappa)*(1-x_rich), rtol=1e-3)
step = 1e-3
numerical_slope = (k_from_rate_equation(1+step, kappa, x_rich)
                   - k_from_rate_equation(1-step, kappa, x_rich)) / (2*step)
formula_slope = ((1-kappa)*(1-x_rich)
                 / (2-(1-kappa)*x_rich)**2)
assert np.isclose(numerical_slope, formula_slope, rtol=1e-4)
print(f"Slope dk/dbeta at beta=1, x_l={x_rich:.1f}: "
      f"{numerical_slope:.5f} (dimensionless)")

# Atom-by-atom simulation with random and periodic burial
site_count = 400_000
print(f"Sites per exchange simulation: {site_count} (count)")
for beta in (0.1, 1.0, 5.0):
    random_times = rng.exponential(1/beta, site_count)
    random_solid = simulate_exchange(random_times, kappa, x_rich)
    periodic_solid = simulate_exchange(np.full(site_count, 1/beta),
                                       kappa, x_rich)
    expected_random = x_rich * k_continuous(beta, kappa, x_rich)
    expected_periodic = x_rich * k_periodic(beta, kappa, x_rich)
    for measured, expected in ((random_solid, expected_random),
                               (periodic_solid, expected_periodic)):
        sampling_error = np.sqrt(expected*(1-expected)/site_count)
        assert abs(measured-expected) < 5*sampling_error
    if beta == 0.1:
        sampling_error = np.sqrt(expected_random*(1-expected_random)
                                 / site_count)
        assert abs(periodic_solid-expected_random) > 20*sampling_error
    print(f"Simulation beta={beta:.1f}, x_l={x_rich:.1f}: "
          f"k random={random_solid/x_rich:.4f}, "
          f"periodic={periodic_solid/x_rich:.4f} (dimensionless)")

# Dilute lattice with a changing liquid profile and random growth events
layers, lattice_beta, liquid_hop = 40, 0.5, 2.0
matrix = np.zeros((layers+1, layers+1))
matrix[0, 0], matrix[0, 1] = -1, kappa
matrix[1, 0], matrix[1, 1] = 1, -kappa
for j in range(1, layers):
    matrix[j, j] -= liquid_hop
    matrix[j, j+1] += liquid_hop
    if j+1 < layers:
        matrix[j+1, j+1] -= liquid_hop
        matrix[j+1, j] += liquid_hop
eigenvalues, modes = np.linalg.eig(matrix)
inverse_modes = np.linalg.inv(modes)
profile = np.ones(layers+1)             # far liquid concentration is one
warmup, events = 3000, 60000
solid_sum = liquid_sum = 0.0
for event, interval in enumerate(rng.exponential(1/lattice_beta,
                                               warmup+events)):
    profile = (modes @ (np.exp(eigenvalues*interval)
                        * (inverse_modes @ profile))).real
    if event >= warmup:
        solid_sum += profile[0]
        liquid_sum += profile[1]
    profile[:-1] = profile[1:].copy()
    profile[-1] = 1.0
lattice_solid = solid_sum / events
lattice_liquid = liquid_sum / events
lattice_k = lattice_solid / lattice_liquid
# Finite random sampling and correlated layers set these tolerances
assert np.isclose(lattice_k, k_continuous(lattice_beta, kappa), rtol=0.03)
assert np.isclose(lattice_solid, 1.0, rtol=0.02)
assert np.isclose(lattice_liquid, 1/k_continuous(lattice_beta, kappa),
                  rtol=0.04)
print(f"Liquid-lattice test beta: {lattice_beta:.2f} (dimensionless)")
print(f"Liquid-lattice simulated k: {lattice_k:.4f} (dimensionless)")
print(f"Liquid-lattice formula k: "
      f"{k_continuous(lattice_beta, kappa):.4f} (dimensionless)")
print(f"Buried solid / far liquid concentration: {lattice_solid:.4f}")
print(f"Interface liquid / far liquid concentration: {lattice_liquid:.4f}")

# Worked table and inverse relation
print("Worked example: k for dilute random, x_l=0.2 random, dilute periodic")
for speed in (0.02, 0.2, 1.0, 2.0, 5.0, 20.0):
    beta = speed / diffusive_speed
    print(f"v={speed:.2f} m/s, beta={beta:.2f}: "
          f"{k_continuous(beta, kappa):.5f}, "
          f"{k_continuous(beta, kappa, x_rich):.5f}, "
          f"{k_periodic(beta, kappa):.5f}")
print(f"Zero-speed k at x_l={x_rich:.1f}: "
      f"{k_continuous(0, kappa, x_rich):.5f} (dimensionless)")
for target in (0.5, 0.9, 0.99):
    required_beta = (target-kappa) / (1-target)
    dilute_ratio = k_from_rate_equation(required_beta, kappa, 1e-6)
    # The small residual solute fraction and integration error remain
    assert np.isclose(dilute_ratio, target, rtol=2e-6)
    print(f"Speed for dilute k={target:.2f}: "
          f"{required_beta*diffusive_speed:.3f} m/s")

print("PASS")
```

Running it gives:

```
Exchange partition parameter kappa: 0.020 (dimensionless)
Interface diffusivity: 5.000e-10 m^2/s
Layer spacing: 0.250 nm
Interface temperature: 1600 K
Exchange-attempt rate: 8.000e+09 1/s
Diffusive speed: 2.000 m/s
Exchange free-energy difference: 0.5394 eV
Diffusivity from random walk: 5.000e-10 m^2/s
Equilibrium test, solvent solid-liquid difference: -0.10 k_B*T
Equilibrium test, solid fraction of solute: 0.002146
Equilibrium test, liquid fraction of solute: 0.09710
Equilibrium test, partition ratio: 0.02210
Slope dk/dbeta at beta=1, x_l=0.2: 0.24090 (dimensionless)
Sites per exchange simulation: 400000 (count)
Simulation beta=0.1, x_l=0.2: k random=0.1324, periodic=0.0249 (dimensionless)
Simulation beta=1.0, x_l=0.2: k random=0.5643, periodic=0.4604 (dimensionless)
Simulation beta=5.0, x_l=0.2: k random=0.8673, periodic=0.8534 (dimensionless)
Liquid-lattice test beta: 0.50 (dimensionless)
Liquid-lattice simulated k: 0.3490 (dimensionless)
Liquid-lattice formula k: 0.3467 (dimensionless)
Buried solid / far liquid concentration: 0.9997
Interface liquid / far liquid concentration: 2.8644
Worked example: k for dilute random, x_l=0.2 random, dilute periodic
v=0.02 m/s, beta=0.01: 0.02970, 0.03686, 0.02000
v=0.20 m/s, beta=0.10: 0.10909, 0.13274, 0.02004
v=1.00 m/s, beta=0.50: 0.34667, 0.39877, 0.15263
v=2.00 m/s, beta=1.00: 0.51000, 0.56541, 0.38052
v=5.00 m/s, beta=2.50: 0.72000, 0.76271, 0.67691
v=20.00 m/s, beta=10.00: 0.91091, 0.92743, 0.90674
Zero-speed k at x_l=0.2: 0.02488 (dimensionless)
Speed for dilute k=0.50: 1.920 m/s
Speed for dilute k=0.90: 17.600 m/s
Speed for dilute k=0.99: 194.000 m/s
PASS
```
